# Stability of a Global Plasma Model at Constant Absorbed Power

**Q.** I am told that a discharge at constant absorbed power is stable if ionization rises faster with electron temperature than wall loss does. I distrust this at once. Hotter electrons ionize more, and that sounds like a runaway. What are the equations?

**A.** Take a well-mixed, quasineutral plasma of volume $V$ with singly charged ions. Its electron density is $n$. Its temperature $T$ is expressed in eV and means two thirds of the mean electron energy. Let $\nu_i(T)$ be the ionizations per electron per second and $\nu_w(T)$ the frequency of loss to the walls. The gas density is fixed. Counting electrons gives

$$\frac{dn}{dt}=nG(T),\qquad G=\nu_i-\nu_w .$$

The electrons store the energy density $3nT/2$. They absorb the fixed power density $p$ and lose the power $L(T)>0$ each:

$$\frac{d}{dt}\left(\tfrac32 nT\right)=p-nL(T).$$

$L$ contains ionization, excitation and the energy carried to the walls. An ionizing collision takes the ionization energy $E_i$ from the store, and the new electron then shares what remains.

**Q.** The wall term is where I expect a hidden assumption. How much energy leaves with one electron-ion pair?

**A.** Assume a floating wall, Maxwellian electrons of mass $m$, and cold ions of mass $M$ that enter the sheath at the Bohm speed $u_B=\sqrt{eT/M}$. Let $n_s$ be the density at the sheath edge. The electron and ion fluxes to the wall must be equal. Only electrons able to climb the sheath drop $V_s$ arrive, so

$$n_s\sqrt{\frac{eT}{2\pi m}}\,e^{-V_s/T}=n_s\sqrt{\frac{eT}{M}}
\quad\Rightarrow\quad V_s=\frac T2\ln\frac{M}{2\pi m}.$$

Let $\varepsilon$ be the energy of motion normal to the wall. The crossing flux is distributed as $e^{-\varepsilon/T}d\varepsilon$ for $\varepsilon>V_s$, which has mean $V_s+T$. The two transverse directions add $T/2$ each. An escaping electron therefore takes $2T+V_s$ from the plasma. The ion enters the sheath with $Mu_B^2/(2e)=T/2$, also gained at the electrons' expense. I neglect the further energy that ions pass to the gas in collisions on the way. The total is then

$$\varepsilon_w=2T+V_s+\tfrac12T .$$

For N$_2^+$, $V_s=4.50\,T$ and $\varepsilon_w=7.00\,T$.

If the density at the sheath edge is $h$ times the bulk density and the wall area is $A$, then $\nu_w=u_BhA/V=u_B/\ell$, with $\ell=V/(hA)$. I take $h$ independent of $T$.

**Q.** The energy equation mixes changes of $n$ and $T$. Separate them before you linearize.

**A.** The product rule, with $dn/dt=nG$, gives

$$\tfrac32n\frac{dT}{dt}+\tfrac32TnG=p-nL .$$

Dividing by $3n/2$ yields

$$\frac{dT}{dt}=\frac23\left(\frac pn-L\right)-TG .$$

The last term is dilution: if the number of electrons grows, the same energy is spread over more of them.

At a steady state $T_0,n_0$ we need $G(T_0)=0$ and $n_0=p/L(T_0)$. Particle balance fixes the temperature and power fixes the density. In this model, changing $p$ at fixed gas density and geometry leaves $T_0$ where it was.

**Q.** Now disturb it.

**A.** Let $x=(n-n_0)/n_0$ and $\theta=T-T_0$, both small. Primes on $G$ and $L$ mean temperature derivatives at $T_0$, and $L_0=L(T_0)$. Since $G(T_0)=0$, we have $G\simeq G'\theta$, and to first order

$$\dot x=G'\theta .$$

A change of density alone does not alter the net growth frequency. For the temperature, use $p/n=L_0/(1+x)\simeq L_0(1-x)$ and $L\simeq L_0+L'\theta$. The product $TG$ becomes $T_0G'\theta$, because $\theta G(T_0)$ vanishes. Hence

$$\dot\theta=-\tfrac23L_0x-a\theta,\qquad a=\tfrac23L'+T_0G'.$$

Differentiate $\dot x$ once more and eliminate $\theta$ through $G'\theta=\dot x$:

$$\ddot x=G'\dot\theta=-\tfrac23L_0G'x-a\dot x .$$

With $b=\frac23L_0G'$ this is the equation of a damped oscillator,

$$\ddot x+a\dot x+bx=0,\qquad \lambda^2+a\lambda+b=0$$

for disturbances proportional to $e^{\lambda t}$.

**Q.** So $G'>0$ gives a restoring force. But an oscillator also needs positive damping, and you have not shown that $a>0$.

**A.** I cannot show it from $G'>0$ alone. The claim as you heard it is incomplete. The two roots have product $b$ and sum $-a$, which gives these cases:

- If $G'<0$, then $b<0$. The roots are real with opposite signs, and the state is a saddle: one combination of $x$ and $\theta$ grows.
- If $G'>0$ and $a>0$, real roots share a sign and have a negative sum, so both are negative. Complex roots have real part $-a/2<0$. Small disturbances decay.
- If $G'>0$ and $a<0$, the same argument gives positive real parts, and the state is unstable.
- If $a=0$ or $b=0$, with no root of positive real part, the linear equations do not decide.

The correct statement is therefore that the state is stable when

$$G'>0\quad\text{and}\quad L'>-\tfrac32T_0G'.$$

If the power lost per electron does not fall with temperature, $L'\ge0$, the second condition follows from the first. With that addition your claim is proved.

**Q.** "Faster" is ambiguous. Do you compare derivatives or percentages?

**A.** At the steady state they agree. Define the logarithmic slope $s_f=(T/f)\,df/dT$ at $T_0$. Both frequencies equal the same $\nu_0$ there, so

$$G'=\frac{\nu_0}{T_0}(s_i-s_w).$$

Likewise $L'=L_0s_L/T_0$. Insert both in $a>0$ and multiply by $3T_0/(2L_0)$:

$$s_L>-\frac32\,\frac{T_0}{L_0/\nu_0}\,(s_i-s_w).$$

The quantity $L_0/\nu_0$ is the total energy spent per electron-ion pair. When it is much larger than $T_0(s_i-s_w)$, the right side is small, and $L$ may fall only weakly with temperature before stability is lost.

**Q.** My runaway argument still sounds right: hotter electrons make more electrons.

**A.** It omits the power budget. Suppose electrons are added at unchanged $T$. Each now receives less than $L_0$, so they cool. With $G'>0$, cooling reduces ionization more than wall loss, and the density returns. If the electrons are too hot, the density rises, and the larger population then has less power per head.

The role of fixed power can be isolated. Let the absorbed power instead follow $p=p_0(n/n_0)^\gamma$. Then $p/n\simeq L_0[1-(1-\gamma)x]$, the damping $a$ is unchanged, and

$$b=\tfrac23(1-\gamma)L_0G'.$$

At $\gamma=1$ each electron receives the same power whatever the density. The restoring term is gone and one root is zero: a changed density at $T_0$ stays changed. For $\gamma>1$ and $G'>0$ the state is a saddle. That is the runaway you had in mind. As long as the damping $a$ is positive, it needs power that grows faster than the density.

**Q.** Is $G'>0$ something to be hoped for, or does it follow from the collision physics?

**A.** It follows for a simple ionization model. Let the cross section be $S(E-E_i)$ above threshold. A Maxwellian has the energy distribution $2\pi^{-1/2}T^{-3/2}\sqrt E\,e^{-E/T}$, and the electron speed is $\sqrt{2eE/m}$. The rate coefficient is

$$k_i=S\sqrt{\frac{8e}{\pi m}}\,T^{-3/2}\int_{E_i}^{\infty}E(E-E_i)e^{-E/T}dE .$$

Put $E=E_i+u$. The integral becomes

$$e^{-E_i/T}\int_0^\infty(E_iu+u^2)e^{-u/T}du=e^{-E_i/T}(E_iT^2+2T^3).$$

With the mean speed $\bar v=\sqrt{8eT/(\pi m)}$,

$$k_i=S\bar v\,(E_i+2T)e^{-E_i/T}.$$

Since $\nu_i$ is $k_i$ times the fixed gas density, taking the logarithmic derivative factor by factor gives

$$s_i=\frac12+\frac{2T}{E_i+2T}+\frac{E_i}{T},\qquad s_w=\frac12 .$$

The wall slope comes from $u_B\propto\sqrt T$. Thus $s_i>s_w$ at every temperature. The ratio $\nu_i/\nu_w$ is proportional to $(E_i+2T)e^{-E_i/T}$ and climbs from zero without bound, so there is one steady state and $G'>0$ there. The unbounded rise belongs to the linear cross section; a real one eventually falls at high energy.

**Q.** Give me a case where the damping condition might actually fail.

**A.** Nitrogen is a useful candidate. Electrons of roughly 2 eV excite N$_2$ vibrations through a resonance. When $T$ rises, electrons move past this band, and this loss can fall. For a constant cross section between $E_1$ and $E_2$, the same kind of average is proportional to

$$\sqrt T\left[(1+y_1)e^{-y_1}-(1+y_2)e^{-y_2}\right],\qquad y_j=E_j/T .$$

For small $y$, $(1+y)e^{-y}\simeq1-y^2/2$, so at high $T$ the loss falls as $T^{-3/2}$.

The example is an inductive discharge at 10 mTorr with gas at 500 K and 500 W absorbed. The cylinder has radius 15 cm and length 10 cm, and $h=0.20$. The collision data are simple shapes with rough N$_2$ magnitudes:

- ionization: $E_i=15.6$ eV, $S=7\times10^{-18}$ cm$^2$/eV;
- electronic excitation: threshold 8.5 eV, constant $7\times10^{-17}$ cm$^2$ above it;
- vibration: $4\times10^{-16}$ cm$^2$ from 1.7 to 3.5 eV, with 0.6 eV lost per collision.

For the cylinder $V/A=RL_c/[2(R+L_c)]=150/50=3$ cm, with radius $R$ and length $L_c$, so $\ell=3/0.20=15$ cm.

**Q.** Where does it settle?

**A.** At $T_0=3.077$ eV, or about 35,700 K, where both frequencies are $\nu_0=2.171\times10^4$ s$^{-1}$. The loss per electron is $L_0=5.145\times10^6$ eV/s. The volume is 7069 cm$^3$, so

$$n_0=\frac{500/7069}{(1.602\times10^{-19})(5.145\times10^6)}
=8.58\times10^{10}\ \text{cm}^{-3}.$$

The energy spent per pair is $L_0/\nu_0=237$ eV, far above the 15.6 eV needed for ionization. Electronic excitation takes 62% of the loss, vibration 22%, the walls 9% and ionization 7%.

**Q.** And the two conditions?

**A.** The ionization slope is

$$s_i=0.500+\frac{6.155}{21.755}+\frac{15.6}{3.077}=5.85,$$

against $s_w=0.50$. Therefore

$$G'=\frac{2.171\times10^4\times5.352}{3.077}=3.776\times10^4\ \text{s}^{-1}\,\text{eV}^{-1}.$$

The vibrational loss does fall, with slope $-0.649$, but the total has $s_L=1.954$, hence $L'=3.266\times10^6$ s$^{-1}$. Then

$$a=\tfrac23(3.266\times10^6)+3.077(3.776\times10^4)
=2.294\times10^6\ \text{s}^{-1},$$

$$b=\tfrac23(5.145\times10^6)(3.776\times10^4)
=1.295\times10^{11}\ \text{s}^{-2}.$$

Both are positive. The roots are $-2.236\times10^6$ and $-5.792\times10^4$ s$^{-1}$, with decay times of 0.45 and 17.3 µs. Differentiating the original balances numerically in the variables $n$ and $3nT/2$ gives the same two roots to the digits shown.

**Q.** Why are the times so different?

**A.** When $4b\ll a^2$, the expansion $\sqrt{a^2-4b}\simeq a-2b/a$ gives

$$\lambda_f\simeq-a+\frac ba,\qquad \lambda_s\simeq-\frac ba .$$

The fast process is temperature relaxation at nearly fixed density. The slow process is density relaxation with the temperature following. If the small $T_0G'$ part of $a$ is also dropped,

$$|\lambda_s|\simeq\frac{L_0G'}{L'}=\nu_0\frac{s_i-s_w}{s_L}.$$

So the slow rate is $\nu_0$ times a ratio of slopes, here about 2.7. Fast temperature relaxation comes from the large energy throughput. Its 0.45 µs belongs to the Maxwellian model: at this density, collisions between electrons need between one and two microseconds to restore the bulk of a Maxwellian and about five to refill the tail above the ionization threshold. In a real discharge the shape of the distribution would therefore change during the fast stage, and the ionizing tail would lag into the slow one. Here $b/a=5.65\times10^4$ s$^{-1}$, about 2.5% below the full slow rate.

**Q.** I want to see the cooling you invoke, not just two negative roots.

**A.** Add 2% more electrons at unchanged temperature. Initially $\theta=0$ and $\dot\theta=-\frac23L_0x_0$, with $x_0=0.02$. The combination of exponentials with these starting values is

$$\theta(t)=-\frac{2L_0x_0}{3(\lambda_s-\lambda_f)}
\left(e^{\lambda_st}-e^{\lambda_ft}\right).$$

Setting $\dot\theta=0$ gives $\lambda_se^{\lambda_st}=\lambda_fe^{\lambda_ft}$, so the coldest moment is

$$t_*=\frac{\ln(\lambda_f/\lambda_s)}{\lambda_s-\lambda_f}
=\frac{\ln38.6}{2.178\times10^6\ \text{s}^{-1}}=1.68\ \mu\text{s}.$$

The prefactor is $-31.5$ meV and the bracket is $0.907-0.024$, so the dip is $-27.8$ meV. Integrating the full nonlinear balances gives $-27.5$ meV. Their late decay rate is $5.792\times10^4$ s$^{-1}$, equal to the linear slow rate at this precision.

**Q.** How close is nitrogen to the failure you warned about?

**A.** The damping condition requires

$$s_L>-\frac32\,\frac{3.077}{237}\,5.352=-0.104 .$$

The actual value is $+1.954$. Vibration contributes $0.220\times(-0.649)=-0.143$ to it, and the other channels contribute $+2.097$. Multiply the vibrational loss by an artificial factor $f$, with $p$ and all other rate functions held fixed. Particle balance is untouched, so $T_0$ does not move. In units of the original $L_0$, marginal damping means

$$2.097-0.143f=-0.104,\qquad f\simeq15.4 .$$

At 0.98 of this limiting factor the disturbances decay; at 1.02 of it they grow, while $G'$ remains positive. The second condition is therefore independent of the first, although this model discharge is far from violating it.

**Q.** And if wall loss really did rise faster?

**A.** Keep $\nu_w(T_0)$ fixed but artificially raise its slope to 8.35, above the ionization slope of 5.85. The roots become $-2.94\times10^6$ and $+2.06\times10^4$ s$^{-1}$. Added electrons still cool the plasma, but cooling now cuts wall loss more than ionization, so the density excess grows. This is the predicted saddle. Bohm loss with a constant $h$ does not produce such a slope.

**Q.** Your slow time is 17 µs. Ions need time to reach the wall, yet you let their loss respond instantly.

**A.** That is a fair objection: crossing half the cylinder length at $u_B$ takes $\tau=15$ µs. Ions move more slowly than $u_B$ until they reach the sheath edge, so this is only a rough scale. Let the wall frequency respond to a temperature $T_d$ that follows $T$ with this time constant, $dT_d/dt=(T-T_d)/\tau$. The steady state is unchanged, but the slow root is replaced by two, at $-4.4\times10^4$ and $-8.7\times10^4$ s$^{-1}$. The smallest decay rate is 23% lower than before, and the state remains stable. A longer delay lowers this rate further, but the slowest mode then carries a shrinking share of the density excess: about half at 15 µs, 15% at 30 µs and 2% at 100 µs. For delays from 15 to 100 µs, electrons added at unchanged temperature still decay to 1/e of their initial excess in 16 to 17 µs, close to the 17.7 µs found without delay.

Density-dependent reactions also lie outside the theorem, which assumed $G=G(T)$. I examined two, each added separately to the original model:

- Volume recombination with a rough coefficient of $3\times10^{-8}$ cm$^3$/s amounts to 12% of the wall loss at the original density. It raises $T_0$ to 3.14 eV and the slow decay rate to $6.7\times10^4$ s$^{-1}$.
- Metastable molecules can be ionized more easily. I assume a 6.2 eV state, produced in half of the electronic excitations, with a lifetime of 0.54 ms apart from ionization, and the same $S$ above the reduced threshold. They supply 20% of the ionization and lower $T_0$ to 2.96 eV. A new mode decays at $2.0\times10^3$ s$^{-1}$, in about half a millisecond.

With the delay and both reactions present, all four roots are negative. The metastable estimate omits quenching by electrons and atoms.

**Q.** Would you use 3.08 eV for a real processing reactor?

**A.** Not to that precision. Inductive reactors at around 10 mTorr and several hundred watts typically have electron temperatures of a few eV and densities of roughly $10^{10}$ to $10^{12}$ cm$^{-3}$, so the example lies in a realistic regime. The Maxwellian assumption is a serious weakness. At 8.5 eV the estimated electron-electron collision rate is only 7% of the electronic excitation rate (about 12% if the slowing-down rate is used), too little to keep the energetic tail filled. A Druyvesteyn distribution, proportional to $\sqrt E\,e^{-(E/E_0)^2}$, has fewer energetic electrons at the same mean energy. With the Bohm speed and the wall-energy formula kept in their Maxwellian forms, it gives 4.53 eV, $4.9\times10^{10}$ cm$^{-3}$ and a slow decay rate of $9.0\times10^4$ s$^{-1}$. Relative to the Maxwellian result, the temperature is 47% higher and the density 43% lower. The state is still stable.

Gas heating matters less for these numbers. If a tenth of the power heats the gas, a rough estimate of conduction to the two end plates gives a mean rise of about 150 K. The temperature jump at the walls, which is large at this pressure, raises this figure, while heat loss through the side wall lowers it; with both included, walls at 300 K and full thermal accommodation, the rise is roughly 200 K. An accommodation coefficient of 0.8 raises it to about 230 K, and one of 0.6 to about 300 K. A 20% lower gas density, held fixed and with $h$ unchanged, gives 3.21 eV and $9.7\times10^{10}$ cm$^{-3}$. The thinner gas also lengthens the ion mean free path; letting $h$ rise accordingly, to about 0.22, gives 3.27 eV and $9.2\times10^{10}$ cm$^{-3}$. Elastic collisions add about 0.1% to the loss. Dissociation products, rotational loss, superelastic collisions and spatial structure are not included.

**Q.** And constant absorbed power? A generator setting is not the same thing.

**A.** It is not. If the coupling makes absorbed power vary as $n^\gamma$ near the operating point, the slow rate is approximately multiplied by $1-\gamma$, provided the roots remain well separated. With $\gamma=0.5$, the estimate $b/a$ falls from $5.6\times10^4$ to $2.8\times10^4$ s$^{-1}$. A matching network with its own delay would add another equation, and its stability would have to be examined with these two.

**Q.** Then I withdraw the runaway objection, but not the objection to the original wording.

**A.** That is where the algebra leaves us. Faster ionization supplies the restoring term at constant absorbed power; the temperature dependence of the losses must still leave the damping positive.

## Calculated quantities

```
Pressure 10 mTorr; gas temperature 500 K
Absorbed power 500 W; volume 7069 cm^3
Radius 15 cm; length 10 cm
Edge-to-bulk density ratio 0.20
Effective loss length 15.00 cm
Gas density 1.931e+14 cm^-3
Ionization: threshold 15.6 eV, slope 7.0e-18 cm^2/eV
Excitation: threshold 8.5 eV, sigma 7.0e-17 cm^2
Vibration: 1.7-3.5 eV, sigma 4.0e-16 cm^2
Energy lost per vibrational collision 0.6 eV
Sheath drop / T 4.501; wall energy / T 7.001
Steady temperature T0 3.0774 eV = 35712 K
Steady density n0 8.5818e+10 cm^-3
Ionization = wall frequency 2.1710e+04 s^-1
Power loss per electron L0 5.1446e+06 eV/s
Energy spent per electron-ion pair 237.0 eV
Loss share, ionization 6.58 %
Loss share, electronic excitation 62.31 %
Loss share, vibration 22.01 %
Loss share, wall 9.09 %
Log slopes: ionization 5.852, wall 0.500 (no unit)
Log slopes: total loss 1.954, vibration -0.649 (no unit)
G' 3.7757e+04 s^-1/eV; L' 3.2664e+06 s^-1
Coefficient a 2.2938e+06 s^-1; b 1.2949e+11 s^-2
Part of a from T0 G' 1.1619e+05 s^-1
Growth rates: fast -2.2358e+06, slow -5.7918e+04 s^-1
Direct Jacobian: -2.2358e+06, -5.7918e+04 s^-1
Decay times: fast 0.4473, slow 17.266 us
Slow-rate estimate b/a 5.6455e+04 s^-1
Late nonlinear decay rate 5.7917e+04 s^-1
Density step 2.0 %; time of dip 1.677 us
Temperature dip: linear -27.84 meV
Temperature dip: nonlinear -27.51 meV
Largest growth, fixed power per electron -7.9e-10 nu0
Saddle test: wall log slope 8.352 (no unit)
Saddle rates -2.940e+06, 2.058e+04 s^-1
Vibrational loss factor at stability limit 15.40
Recombination coefficient 3.0e-08 cm^3/s (rough)
Recombination / wall frequency 11.86 %
Metastable energy 6.2 eV, yield 0.5 (rough)
Metastable lifetime 0.540 ms
Ion transit time 15.35 us
With recombination: T 3.140 eV, n 8.232e+10 cm^-3
  real parts -2.30e+06, -6.66e+04 s^-1; max imag 0.0e+00
With metastables: T 2.955 eV, n 9.207e+10 cm^-3
  real parts -2.16e+06, -5.50e+04, -1.96e+03 s^-1; max imag 0.0e+00
With ion delay: T 3.077 eV, n 8.582e+10 cm^-3
  real parts -2.19e+06, -8.69e+04, -4.44e+04 s^-1; max imag 0.0e+00
With all three: T 3.022 eV, n 8.795e+10 cm^-3
  real parts -2.18e+06, -9.00e+04, -4.74e+04, -1.96e+03 s^-1; max imag 0.0e+00
Stepwise ionization share, metastable case 19.8 %
Druyvesteyn: T 4.530 eV, n 4.85e+10 cm^-3, slow 8.95e+04 s^-1
gas density -20%: T 3.211 eV, n 9.65e+10 cm^-3, slow 5.63e+04 s^-1
Electron-electron / inelastic rate at 8.5 eV 0.072
Elastic loss / L0 0.106 %
Electron / gas pressure 3.17 %
Mean gas heating by a tenth of the power 147 K
```
